# Eshelby Twist and Metastability of an Axial Screw Dislocation

An atomistic calculation of a nanowire with a screw dislocation along its axis must begin with a choice of boundary condition along the wire. An ordinary periodic cell repeats by pure translation, so a cell much shorter than one turn of the wire cannot take up a small steady twist. A helical cell repeats by translation plus rotation and allows one. The choice decides whether elasticity holds the dislocation at the centre or drives it to the surface. The result below gives the rotation that the helical cell needs, and, for a wire free to twist, the range of positions from which elasticity returns the dislocation to the axis.

## Assumptions and theorem

A long cylinder of radius $R$ has its axis along $z$. It contains one straight screw dislocation parallel to the axis, at $(\xi,0)$ with $0\le\xi<R$. The displacement $u_z$ increases by $b>0$ on a counterclockwise circuit around the line. Linear elasticity holds outside a core of radius $r_0\ll R-\xi$, whose own energy does not depend on position and is left out. The side surface is free, and the ends carry no net force or torque. The material is isotropic with shear modulus $\mu$, or hexagonal with its $c$ axis along $z$, in which case $\mu=c_{44}$. Define

$$\eta=\frac{\xi}{R},\qquad s=1-\eta^2,\qquad K=\frac{\mu b^2}{4\pi}.$$

**Theorem.** Farther than a distance of order $R$ from the ends, and to leading order in $r_0/(R-\xi)$:

1. The cylinder twists, per unit length, by
$$\alpha=-\frac{b}{\pi R^2}(1-\eta^2),$$
so that $|\alpha|=b/(\pi R^2)$ for a dislocation on the axis.

2. The elastic energy per length, with the twist relaxed, is
$$E(\eta)=K\left[\ln\frac{R}{r_0}+\ln s-s^2\right].$$

3. The centre is a local minimum of $E$. The one maximum lies at $\eta_m=\sqrt{1-1/\sqrt2}\approx0.541$. Close enough to the surface the energy is below its central value, so the centre is metastable.

Metastability here refers to sideways shifts of the whole straight line, with the twist relaxed at each position.

## Lemma 1: the field without twist

With $\zeta=x+iy$, the displacement
$$u_z=\frac{b}{2\pi}\left[\arg(\zeta-\xi)-\arg\left(\zeta-\frac{R^2}{\xi}\right)\right]$$
is in equilibrium and leaves the side surface free.

**Proof.** Since $u_z$ does not depend on $z$, the nonzero strains are $2\varepsilon_{xz}=\partial_xu_z$ and $2\varepsilon_{yz}=\partial_yu_z$. In both material classes they produce the stresses $\sigma_{xz}=\mu\,\partial_xu_z$ and $\sigma_{yz}=\mu\,\partial_yu_z$ and no others. Equilibrium is then $\nabla^2u_z=0$, which holds because each argument is the imaginary part of a logarithm.

The second term is an image of opposite sign outside the cylinder, so it adds no jump inside. On the rim $\zeta=Re^{i\theta}$,
$$\left|\zeta-\frac{R^2}{\xi}\right|^2=R^2-\frac{2R^3}{\xi}\cos\theta+\frac{R^4}{\xi^2}=\frac{R^2}{\xi^2}|\zeta-\xi|^2 .$$
The function $U=(b/2\pi)\ln\left(|\zeta-\xi|/|\zeta-R^2/\xi|\right)$ is therefore constant on the rim. It is the real part of the analytic function whose imaginary part is $u_z$. The Cauchy–Riemann relation $\partial_ru_z=-(1/r)\partial_\theta U$ gives $\partial_ru_z=0$ there, so $\sigma_{rz}=0$. As $\xi\to0$ the image moves to infinity and, up to a constant, $u_z=b\theta/2\pi$. ∎

## Lemma 2: the torque without twist

The stress of Lemma 1 carries the torque
$$M=\frac{\mu b}{2}(R^2-\xi^2).$$

**Proof.** Because $x\partial_y-y\partial_x=\partial_\theta$,
$$M=\int(x\sigma_{yz}-y\sigma_{xz})\,dA=\mu\int_0^R r\,dr\oint\partial_\theta u_z\,d\theta .$$
The inner integral is the increase of $u_z$ around a circle of radius $r$ centred on the axis. It is zero for $r<\xi$, where the circle does not enclose the dislocation, and $b$ for $r>\xi$. Hence $M=\mu b\int_\xi^R r\,dr$, which is the stated result. ∎

The image does not contribute to the torque, because its displacement is single-valued inside the cylinder.

## Lemma 3: the energy without twist

$$E_0=K\ln\frac{R^2-\xi^2}{Rr_0}.$$

**Proof.** Cut the section along the $x$ axis from $\xi+r_0$ to $R$. Since $u_z$ is harmonic, the energy $\frac{\mu}{2}\int|\nabla u_z|^2dA$ equals $\frac{\mu}{2}\oint u_z\,\partial_nu_z\,ds$ over the boundary. The rim gives nothing because $\partial_nu_z=0$. On the core circle the dislocation's own field has no radial derivative, so the image alone contributes, and its term vanishes in proportion to $r_0$.

Along the cut, the outward normal is $-y$ for the material above and $+y$ for the material below. The displacement below exceeds that above by $b$. The two sides together give
$$E_0=\frac b2\int_{\xi+r_0}^{R}\sigma_{yz}\,dx .$$
With $\ell=R^2/\xi$, Lemma 1 gives on the cut
$$\sigma_{yz}=\frac{\mu b}{2\pi}\left[\frac1{x-\xi}+\frac1{\ell-x}\right].$$
The integral of the bracket, with $r_0$ dropped beside $\ell-\xi$, is
$$\ln\frac{R-\xi}{r_0}+\ln\frac{\ell-\xi}{\ell-R}.$$
Here $\ell-\xi=(R^2-\xi^2)/\xi$ and $\ell-R=R(R-\xi)/\xi$, so the second logarithm is $\ln[(R+\xi)/R]$. The sum is $\ln[(R^2-\xi^2)/(Rr_0)]$, and the prefactor is $\frac b2\cdot\frac{\mu b}{2\pi}=K$. ∎

## Proof of the theorem

**Twist.** Add the displacements $u_x=-\alpha yz$ and $u_y=\alpha xz$. Then $\varepsilon_{xx}=\varepsilon_{yy}=0$, and $2\varepsilon_{xy}=-\alpha z+\alpha z=0$. What remains is $2\varepsilon_{xz}=-\alpha y$ and $2\varepsilon_{yz}=\alpha x$. The added stress is $\sigma_{\theta z}=\mu\alpha r$, which puts no traction on the side surface. The total energy per length is
$$E=\frac\mu2\int\left[(\partial_xu_z-\alpha y)^2+(\partial_yu_z+\alpha x)^2\right]dA .$$
Expanding the squares gives $E_0$, a cross term $\alpha\mu\int(x\partial_yu_z-y\partial_xu_z)dA=\alpha M$, and a term with $\int r^2dA=\pi R^4/2$:
$$E=E_0+\alpha M+\frac{\pi\mu R^4}{4}\alpha^2 .$$
The condition $\partial E/\partial\alpha=0$ reads $M+\frac{\pi\mu R^4}{2}\alpha=0$, which says that the total torque vanishes. Therefore
$$\alpha=-\frac{2M}{\pi\mu R^4}=-\frac{b(R^2-\xi^2)}{\pi R^4}=-\frac{b}{\pi R^2}(1-\eta^2).$$

**Energy.** At this twist the last two terms of $E$ sum to
$$-\frac{M^2}{\pi\mu R^4}=-\frac{\mu^2b^2R^4s^2/4}{\pi\mu R^4}=-Ks^2 .$$
Adding $E_0=K[\ln(R/r_0)+\ln s]$ gives part 2.

**Stationary points.** Since $ds/d\eta=-2\eta$,
$$\frac{dE}{d\eta}=-2K\eta\left(\frac1s-2s\right).$$
This vanishes at $\eta=0$ and at $s=1/\sqrt2$, which gives $\eta_m^2=1-1/\sqrt2$. For $s>1/\sqrt2$ the bracket is negative and $E$ rises outward. For $s<1/\sqrt2$ it falls. The centre is thus a minimum and $\eta_m$ a maximum. The barrier is
$$E(\eta_m)-E(0)=K\left[-\tfrac12\ln2-\tfrac12+1\right]=\frac K2(1-\ln2)\approx0.153\,K .$$
Beyond $\eta_m$ the energy decreases steadily. It regains the central value where $1+\ln s-s^2=0$, whose root other than $s=1$, found numerically, corresponds to $\eta\approx0.741$. Farther out the energy is lower than at the centre. ∎

**Ends.** For a central dislocation the total stress is $\sigma_{\theta z}=\mu b/(2\pi r)-\mu br/(\pi R^2)$. It vanishes at $r=R/\sqrt2$ but not at other radii, whereas a free end requires it to vanish everywhere. Its resultant torque is zero, and by symmetry so is its resultant force. For an off-centre line the force also vanishes: $\int\sigma_{xz}dA$ can be written as the boundary integral of $x\sigma_{nz}$, which is zero on the rim and tends to zero on the core circle, and $\sigma_{yz}$ follows in the same way. By Saint-Venant's principle, removing such tractions disturbs the field over a length of order $R$. The theorem describes the wire between these end regions.

## Remark: the two forces on the line

The force per length on the dislocation is
$$-\frac{dE}{d\xi}=\frac{\mu b^2\xi}{2\pi(R^2-\xi^2)}+b\mu\alpha\xi .$$
The first term is $-dE_0/d\xi$, the outward pull of the image. The second is the inward push of the twist stress, since $\alpha<0$. In terms of $K$ they are $2K\eta/(Rs)$ and $-4K\eta s/R$. Near the axis the inward force is twice the outward one. As the line moves out, the image force grows and the twist relaxes, until they balance at $\eta_m$.

## Proposition: a cell with prescribed twist

In a simulation the twist is often an input. Let it be held at $\alpha=-\kappa b/(\pi R^2)$ while the dislocation moves. The energy is then
$$E_\kappa=K\left[\ln\frac R{r_0}+\ln s-2\kappa s+\kappa^2\right],$$
and the centre is a local minimum if $\kappa>1/2$.

**Proof.** With $M=\mu bR^2s/2$, the cross term is $\alpha M=-\kappa\mu b^2s/(2\pi)=-2\kappa Ks$. The quadratic term is $\kappa^2\mu b^2/(4\pi)=\kappa^2K$. For small $\eta$, $\ln s\approx-\eta^2$, so $E_\kappa-E_\kappa(0)\approx(2\kappa-1)K\eta^2$. ∎

Two cases matter in practice. An ordinary periodic cell much shorter than one turn has $\kappa=0$, and the centre is then an energy maximum: a dislocation that stays there in a relaxed structure is held by the lattice or by symmetry, not by the elastic field of this model. A helical cell fixed at the full Eshelby twist has $\kappa=1$. Its energy maximum is at $s=1/2$, or $\eta\approx0.707$, and its barrier is $K(1-\ln2)$, twice that of the free wire. The excess over the free wire is
$$E_1-E=K(1-2s+s^2)=K\eta^4 .$$
The two cells therefore agree on the stiffness at the centre but not on the barrier. To obtain the barrier of a free wire, either relax the twist at each position or subtract $K\eta^4$ from the energy at fixed twist before looking for the maximum.

## Example: a gadolinium wire along $c$

Hexagonal close-packed gadolinium suits the model because its elastic symmetry about $c$ leaves $c_{44}$ as the one modulus in the result. Rough constants are $b=0.58$ nm, one repeat along $c$, and $c_{44}=21$ GPa. The wire has $R=20$ nm and length 1000 nm. The central twist is
$$|\alpha|=\frac{0.58\ \text{nm}}{\pi(20\ \text{nm})^2}=4.6\times10^{-4}\ \text{rad/nm},$$
or about 26° per µm. The energy scale is
$$K=\frac{(21\ \text{GPa})(0.58\ \text{nm})^2}{4\pi}=3.5\ \text{eV/nm}.$$
The maximum lies $0.541\times20=10.8$ nm from the axis, where the twist has fallen by the factor $1/\sqrt2$ to $3.3\times10^{-4}$ rad/nm. The barrier is $0.153\times3.5=0.54$ eV/nm, or about 540 eV if the whole line shifts rigidly.

**Escape by a bulge.** A real line need not move rigidly. Treat it as a string in the potential $\Delta E(\xi)=E(\xi)-E(0)$, with the tension set equal to a rough line energy, $T=K\ln(R/b)\approx12$ eV/nm. This leaves out the change of line energy with direction: a tilted screw line gains some edge character, which in an isotropic solid with positive Poisson ratio raises the tension. With the gadolinium stiffnesses listed at the end of this section, the tension roughly doubles. That would raise the bulge energy found below from about 70 to about 100 eV, widen the bulge from $3.2R$ to about $4.7R$, and lower the thermal displacement from 0.17 to 0.14 nm. The logarithm is uncertain in the other direction: the relaxed line energy at the centre from part 2, with $r_0=b$, is $K[\ln(R/b)-1]\approx9$ eV/nm, and using it as the tension would lower the bulge energy from about 70 to about 60 eV. The results below are therefore estimates of size only. For small slopes (here they reach about 0.3), a stationary bulge obeys $\frac T2(d\xi/dz)^2=\Delta E$, so its energy, counting both flanks, is
$$2\int_0^{0.741R}\sqrt{2T\,\Delta E}\;d\xi\approx70\ \text{eV}.$$
This does not grow with the length of the wire. It is still far above $k_BT_a=0.026$ eV at $T_a=300$ K. The integrated shape of the bulge is $3.2R$ wide at half height, so treating the energy as local along $z$ is a rough approximation. Escape starting at an end is not covered.

**Thermal motion.** In the central well the stiffness is $k=2K/R^2$. Summing the string's modes gives the variance per direction
$$\int_{-\infty}^{\infty}\frac{dq}{2\pi}\,\frac{k_BT_a}{k+Tq^2}=\frac{k_BT_a}{2\sqrt{kT}},$$
and a root-mean-square displacement of about 0.2 nm, small beside $R$. This is less than an atomic spacing, so the lattice potential, which the sum leaves out, may change it.

**Lattice friction.** The net inward force, twist push minus image pull, is largest at $0.32R$, where it corresponds to a shear stress of 21 MPa. If the friction stress exceeds this value, a line can remain at any position inside $\eta_m$. A smaller friction stress can still hold it where the net force is weaker. The twist then follows the factor $1-\eta^2$, and a twist below $b/(\pi R^2)$ may indicate an off-centre line if the radius is well known. A true radius 5% above the assumed one lowers the twist as much as a shift of about $0.3R$.

**The model and a real wire.** The dimensions are those of a nanowire, but the example is not a report of a measured gadolinium wire. Gadolinium orders magnetically near room temperature, which makes one fixed modulus doubtful. A 10% change in $c_{44}$ moves the barrier by 0.05 eV/nm and leaves the twist and $\eta_m$ unchanged. Real wires also depart from a uniform circular section. For a circular wire $\alpha\propto R^{-2}$, so a 5% error in radius changes the twist by about 10%. Facets change both the torsional stiffness and the torque of the dislocation, and the two changes partly cancel in the twist. For a central line in a wire of regular hexagonal section, the twist is about 2% larger than in a circular wire of equal area. Other sections need a separate calculation.

The sizes of some other omissions can be estimated. The twist alone gives a surface shear $|\alpha|R=0.009$, and the second-order axial strain $(\alpha R)^2/2$ is about $4\times10^{-5}$. The two end regions, each taken as $R$ long, occupy 4% of the wire. The energy maximum is about $16b$ from the surface, so the core of a line there, a few $b$ wide, is clear of the surface. To size a misaligned axis, the stiffness tensor was rotated by 5°, with rough values $c_{11},c_{12},c_{13},c_{33}=68,26,21,71$ GPa. The axial shear stiffnesses change by at most 0.5%, and new couplings to other strains reach 3% of $c_{44}$. If the Burgers vector stays along $c$ while the line follows the tilted axis, the line also gains an edge component of about 9% of $b$. This changes the line energy by only about 0.4%. It does not bend the wire away from the ends: with a free side surface and no torque or bending moment at the ends, the first moments of all the stresses vanish, and with them the curvature. The theorem does not cover the other effects of an edge component, such as its different image force.
